# Intrinsic anomalous Hall conductivity from Berry phases of Fermi loops, part 2

The problem is how far Berry phases on the Fermi lines of a two-dimensional crystal determine its intrinsic Hall conductivity. The example is now a ferromagnetic film with two bands. In the algebra \(\hbar=e=1\), the electron has charge \(-1\), and \(\dot{\mathbf k}=-\mathbf E\). The matrices \(s_x,s_y,s_z\) are Pauli matrices.

For \(H=k_xs_x+k_ys_y+ms_z\), let \(\varepsilon=\sqrt{k^2+m^2}\), \(\cos\theta=m/\varepsilon\), and \(\varphi\) be the polar angle of \(\mathbf k\). The upper eigenvector and its phase around a counterclockwise circle are

\[
|u\rangle=\begin{pmatrix}\cos(\theta/2)\\ \sin(\theta/2)\,e^{i\varphi}\end{pmatrix}, \tag{2}
\]

\[
\Gamma=\int_0^{2\pi}i\langle u|\partial_\varphi u\rangle\,d\varphi
=-2\pi\sin^2\frac{\theta}{2}=-\pi\left(1-\frac m\varepsilon\right). \tag{3}
\]

For general bands, \(H|n\rangle=\varepsilon_n|n\rangle\) with cell-periodic \(|n\rangle\), and \(m\) labels another band. The connection is \(\mathbf A=i\langle n|\nabla_{\mathbf k}n\rangle\) and the curvature \(\Omega_n=\partial_xA_y-\partial_yA_x\). A weak, slowly switched field admixes band \(m\) with amplitude \(a_m\):

\[
\varepsilon_na_m+i\langle m|\dot n\rangle=\varepsilon_ma_m
\quad\Rightarrow\quad
a_m=\frac{i\langle m|\dot n\rangle}{\varepsilon_m-\varepsilon_n}. \tag{9}
\]

For a field along \(x\),

\[
v_y=\partial_y\varepsilon_n+\dot k_x\Omega_n=\partial_y\varepsilon_n-E_x\Omega_n, \tag{12}
\]

\[
\Omega_n=-2\,\mathrm{Im}\sum_{m\neq n}
\frac{\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{(\varepsilon_n-\varepsilon_m)^2}. \tag{13}
\]

At zero temperature the intrinsic \(\sigma_H=j_y/E_x\) is the flux of \(\Omega_n\) through the occupied states, summed over bands and divided by \(2\pi\), in units of \(e^2/h\). If no bands touch on a Fermi line,

\[
\sigma_H=\frac{e^2}{h}\left(\frac{\Gamma}{2\pi}+N\right),\qquad N\ \text{an integer}, \tag{19}
\]

where \(\Gamma\) now sums the phases of all Fermi lines, run with occupied states on the left. The flux of a filled band, divided by \(2\pi\), is its integer Chern number.

An open Fermi line closes only after gaining a reciprocal-lattice vector \(\mathbf G\). Increasing all coordinates by \(\mathbf r_0\) gives

\[
\mathbf A'=\mathbf A+\mathbf r_0,\qquad
\oint\mathbf A'\cdot d\mathbf k=\oint\mathbf A\cdot d\mathbf k+\mathbf G\cdot\mathbf r_0. \tag{21}
\]

### The model

A square lattice with constant \(a=3.0\) Å carries a narrow majority-spin and a wide minority-spin band. With \(\mathbf k\) in units of \(1/a\) and \(c=\cos k_x+\cos k_y\),

\[
H=-(t_w+t_n)c+\mathbf d\cdot\mathbf s,\qquad
\mathbf d=\big(\lambda\sin k_y,\,-\lambda\sin k_x,\,-\Delta+(t_w-t_n)c\big). \tag{23}
\]

The hoppings are \(t_n=0.1\) eV and \(t_w=0.9\) eV, the exchange splitting is \(2\Delta=2.0\) eV, and the spin-orbit coupling is \(\lambda=0.05\) eV. Without \(\lambda\) the bands are \(-\Delta-2t_nc\) and \(\Delta-2t_wc\). They cross on the ring \(c_*=\Delta/(t_w-t_n)=1.25\), at energy \(-1.25\) eV. Spin-orbit coupling opens a gap there, whose smallest direct value is \(0.097\) eV.

The anomalous velocity (12) was tested by integrating the time-dependent Schrödinger equation for a lower-band electron, with a slowly switched field of \(5\times10^{-5}\) eV per lattice constant and with its reverse. At \(\mathbf k=(1.0,0.7)/a\) the transverse current per unit field was \(2.404\,a^2\); equation (13) gives \(2.406\,a^2\). At this and two other points the two agreed within one per cent of the curvature.

### Phases as averages of spin direction

Let \(n_z=d_z/|\mathbf d|\), and let \(\beta\) be the azimuth of \((d_x,d_y)\). It winds once counterclockwise along a loop around the zone centre. There \(n_z=+1\). The upper state has the form (2), with \(\varphi\) replaced by \(\beta\) and \(\sin^2(\theta/2)=(1-n_z)/2\); the lower state is \((-\sin(\theta/2)e^{-i\beta},\cos(\theta/2))\). Both are smooth inside a pocket that contains the zone centre but no other point with \(d_x=d_y=0\). Their connections along \(\beta\) are \(\mp(1-n_z)/2\), so the fluxes \(\Phi\) are

\[
\frac{\Phi_{\rm low}}{2\pi}=\oint_{\rm low}\frac{1-n_z}{2}\frac{d\beta}{2\pi},\qquad
\frac{\Phi_{\rm up}}{2\pi}=-\oint_{\rm up}\frac{1-n_z}{2}\frac{d\beta}{2\pi}. \tag{24}
\]

Here the smooth gauge fixes the integers as well.

At \(\mu=-1.20\) eV the lower and upper Fermi wave vectors along \(x\) are \(0.5329\) and \(0.4399\) Å\(^{-1}\), or \(1.599/a\) and \(1.320/a\). On the lower loop \(c=0.972\), so \(d_z=-1+0.8c=-0.222\) eV, the in-plane part is \(0.050\) eV, and \((1-n_z)/2=0.99\). On the upper loop \(c=1.248\), \(d_z=-0.001\) eV, the in-plane part is \(0.048\) eV, and \((1-n_z)/2=0.51\). This direction alone suggests \(\sigma_H\approx0.48\,e^2/h\). Integration over the full pockets gives

\[
\sigma_H=(0.986-0.490)\frac{e^2}{h}=0.496\,\frac{e^2}{h}=19.2\ \mu{\rm S}. \tag{25}
\]

### Pockets, a hole and a filled band

On a polygon of points along a Fermi loop, neighbouring eigenvectors satisfy \(\langle u_j|u_{j+1}\rangle\simeq1-i\mathbf A\cdot\delta\mathbf k\). Hence

\[
\Gamma=-\arg\prod_j\langle u_j|u_{j+1}\rangle \tag{26}
\]

in the limit of small steps. Each vector occurs once as a bra and once as a ket, so its arbitrary phase cancels. The table compares the curvature flux with the sum of loop phases, each taken between \(-\pi\) and \(\pi\).

| \(\mu\) (eV) | \(\Phi_{\rm low}/2\pi\) | \(\Phi_{\rm up}/2\pi\) | \(\sigma_H\) \((e^2/h)\) | \(\Gamma/2\pi\) | \(N\) |
|---|---|---|---|---|---|
| −1.30 | 0.511 | −0.010 | 0.501 | −0.499 | 1 |
| −1.20 | 0.986 | −0.490 | 0.496 | −0.504 | 1 |
| −1.10 | 0.998 | −0.869 | 0.129 | 0.129 | 0 |
| −0.90 | 1.000 | −0.971 | 0.030 | 0.030 | 0 |
| −0.50 | 1.000 | −0.993 | 0.007 | 0.007 | 0 |

The first three rows have two electron pockets. At \(-0.90\) eV the lower band has a hole pocket at the zone corner, whose loop runs clockwise. At \(-0.50\) eV the lower band is full and contributes its Chern number, 1. In every row the flux and loop phase of each band were tested to agree modulo one within \(5\times10^{-5}\). Between \(-1.20\) and \(-1.10\) eV the upper flux passes \(-1/2\); its restricted phase jumps by one unit and \(N\) changes from 1 to 0. The conductivity does not jump.

The first two values near one half are not a plateau. At \(\mu=-(t_w+t_n)c_*=-1.25\) eV, the energy condition for the lower loop is \(|\mathbf d|=(t_w+t_n)(c_*-c)\), while (23) gives \(d_z=-(t_w-t_n)(c_*-c)\). Thus \(n_z=-(t_w-t_n)/(t_w+t_n)=-0.8\) everywhere on that loop. The same argument gives \(+0.8\) on the upper loop, and (24) yields

\[
\sigma_H=\frac{e^2}{h}\,\frac{t_w-t_n}{t_w+t_n}=0.8\,\frac{e^2}{h}. \tag{27}
\]

The spin-orbit strength drops out at this chemical potential of the model, provided that it is nonzero and both pockets remain closed around the zone centre.

Raising the exchange splitting to 4 eV, with the other parameters fixed, gives \(d_z<0\) throughout the zone. The lower-band Chern number is then 0 instead of 1.

### Open lines and touching bands

To obtain open lines, the hopping along \(y\) is reduced to 0.2 of that along \(x\), the exchange splitting is set to 0.8 eV and \(\mu\) to \(-0.45\) eV. The flux gives \(0.0509\,e^2/h\), and the sum of the line phases, divided by \(2\pi\), gives the same number modulo one. Increasing all \(y\) coordinates by \(0.3a\) changes one line's \(\Gamma/2\pi\) from \(-0.0004\) to \(0.2996\), as (21) requires; the sum modulo one stays fixed.

With the original lattice and an exchange splitting of 3.2 eV, \(\mathbf d=0\) at the zone centre. At \(\mu=-1.70\) eV both bands are occupied there. The flux of the separate bands, with the touching point excluded, differs from their loop phases by \(+0.5\) and \(-0.5\) in units of \(2\pi\). The differences cancel in the sum. The half follows from (3) with \(m=0\), because near the touching point the in-plane part of \(\mathbf d\) is linear in \(\mathbf k\) and \(d_z\) is quadratic.

### Temperature, lifetime and field

At finite temperature, \(\sigma_H\) is the zero-temperature function of \(\mu\) averaged with the weight \(-\partial f/\partial\varepsilon\), where \(f\) is the Fermi function. It is no longer the phase of one set of loops. For \(\mu=-1.20\) eV, 300 K gives \(0.488\,e^2/h\), a reduction by 1.6 per cent of (25) at fixed \(\mu\). This small change is special to a chemical potential on the flank of the peak near \(-1.25\) eV, where gains and losses in the average nearly cancel: at \(-1.25\) eV the same temperature lowers \(\sigma_H\) by 23 per cent, and at \(-1.15\) eV it raises it by 20 per cent. If the electron density is held fixed instead, \(\mu\) falls by about 2 meV from \(-1.20\) eV and the result is \(0.497\,e^2/h\).

If interband coherence decays at the rate \(1/\tau\), the denominator in (9) becomes \(\varepsilon_m-\varepsilon_n-i\hbar/\tau\). The antisymmetric response then has \((\varepsilon_n-\varepsilon_m)^2+(\hbar/\tau)^2\) in place of the squared gap in (13). For an assumed \(\tau=30\) fs, \(\hbar/\tau=0.022\) eV and the 300 K value falls to \(0.473\,e^2/h\), a further 3 per cent.

Interband tunnelling is estimated with the Landau–Zener probability \(\exp[-2\pi g^2/(\hbar R)]\), where \(2g\) is the gap and \(R\) the rate at which the uncoupled levels separate. In a field of \(10^{-5}\) MV/cm the exponent is \(-3\times10^4\), so tunnelling is negligible.

### The Hall current from collisions

Disorder displaces electrons sideways when they scatter. In atomic units, let a point-like scalar impurity at \(\mathbf R\) scatter \(\mathbf k\) to \(\mathbf k'\), and let \(z=\langle u'|u\rangle\). The amplitude has phase \(\arg z+(\mathbf k-\mathbf k')\cdot\mathbf R\), up to a constant. A wave packet whose amplitude has phase \(\alpha(\mathbf k)\) is centred at \(\mathbf A-\nabla\alpha\). Stationary phase for the incoming packet gives \(\mathbf r=\mathbf R+\mathbf A+\nabla_{\mathbf k}\arg z\); the outgoing packet is at \(\mathbf r'=\mathbf R+\mathbf A'-\nabla_{\mathbf k'}\arg z\). The side jump is

\[
\delta\mathbf r=\mathbf A'-\mathbf A-(\nabla_{\mathbf k}+\nabla_{\mathbf k'})\arg z. \tag{28}
\]

Let \(w\) be the golden-rule scattering rate, proportional to \(|z|^2\), and \(\mathbf v^{\rm sj}=\sum_{\mathbf k'}w\,\delta\mathbf r\). Write the field-induced change of occupation as \(E_xg\,\partial f/\partial\varepsilon\). The Boltzmann equation gives \(\sum_{\mathbf k'}w(g-g')=v_x\), and the jumps contribute

\[
\sigma^{\rm sj}=2\int\frac{d^2k}{(2\pi)^2}\,\delta(\varepsilon-\mu)\,g\,v_y^{\rm sj}, \tag{29}
\]

summed over bands. The factor 2 includes the work done during jumps: it changes the kinetic energy by \(-E_x\delta x\), which adds to \(g\) a part \(g^a\) with \(\sum w(g^a-g^{a\prime})=-v_x^{\rm sj}\). Since \(w\) is symmetric, the current of \(g^a\) equals the direct one after a quarter turn, a symmetry of this lattice. The impurity strength cancels between \(g\) and \(\mathbf v^{\rm sj}\).

For the film at \(-1.20\) eV, (29) gives \(1.4\,e^2/h\), about 2.8 times the intrinsic value. The term depends strongly on \(\mu\): it is \(0.08\,e^2/h\) at \(-1.25\) eV and \(-0.86\,e^2/h\) at \(-1.30\) eV. Theorem (19) does not cover this term. Skew scattering, which is also outside (19), has not been estimated. For weak disorder part of it is likewise independent of the impurity strength, so \(1.4\,e^2/h\) is not the total effect of disorder; the size and sign of that total are not determined here.

### Relation to an iron film

The lattice constant, exchange splitting and spin-orbit coupling are in the rough range of iron. The ninefold ratio of hoppings is artificial, and the majority band, 0.8 eV wide, is much narrower than the d bands of iron, which extend over several eV. Iron also has more bands at the Fermi level. If one such layer occupied a thickness of 3 Å, (25) would correspond to about 640 S/cm; bulk iron has an anomalous Hall conductivity of roughly 1000 S/cm. The similar size is no confirmation of the model, because \(\mu\) was placed near a crossing and (25) omits collisions. Real films break the assumption of a clean crystal. In this model, point-like disorder adds a side-jump term that exceeds the intrinsic one at \(-1.20\) eV, is a tenth of it at \(-1.25\) eV and has the opposite sign at \(-1.30\) eV, so a measured total cannot by itself be read as a Fermi-loop phase.

## Calculated quantities

```
lattice constant 3.0 angstrom
exchange splitting 2.0 eV, spin-orbit 0.05 eV
hopping: narrow band 0.1 eV, wide band 0.9 eV
e^2/h = 38.7405 microsiemens
Current per field from time evolution | curvature (lattice constant^2)
  k=(1.0,0.7)/a: 2.404 | 2.406
  k=(0.9,0.9)/a: 4.409 | 4.410
  k=(1.4,0.3)/a: 0.652 | 0.652
lower-band Chern number, exchange splitting 2 eV: 1.00000
lower-band Chern number, exchange splitting 4 eV: 0.00000
Sea = curvature integral/(2 pi); loop = Berry phase/(2 pi), principal value
mu (eV), lower region: sea low, up, sum | loop low, up, sum | integer
 -1.30 inside: 0.51102, -0.00998, 0.50104 | -0.48898, -0.00998, -0.49896 | 1
 -1.20 inside: 0.98587, -0.48956, 0.49631 | -0.01413, -0.48956, -0.50369 | 1
 -1.10 inside: 0.99818, -0.86875, 0.12942 | -0.00182, 0.13125, 0.12942 | 0
 -0.90 outside: 1.00035, -0.97065, 0.02970 | 0.00035, 0.02935, 0.02970 | 0
 -0.50 full: 1.00000, -0.99313, 0.00687 | 0.00000, 0.00687, 0.00687 | 0
Main case mu = -1.20 eV
  lower-band Fermi wave vector along x: 0.5329 1/angstrom
  upper-band Fermi wave vector along x: 0.4399 1/angstrom
  Hall conductivity 0.49631 e^2/h = 19.227 microsiemens
  mesh shift: sea 2.4e-14, loop 1.6e-06 e^2/h
Open lines (exchange 0.8 eV, y/x hopping 0.2, mu -0.45 eV):
  sea 0.0509, sum of line phases/(2 pi) 0.0509
  one line, origin moved by 0.3 a: -0.0004 -> 0.2996
Touching bands (exchange 3.2 eV, mu -1.70 eV), sea minus loop:
  lower 0.5000, upper -0.5000, sum 0.0000
Neglected effects in the main case
  thermal energy at 300 K: 0.0259 eV; Hall at 300 K: 0.48814 e^2/h
  lifetime 30 fs, width 0.0219 eV: Hall at 300 K 0.47341 e^2/h
  side-jump check, Dirac band: 0.42857, closed form 0.42857 e^2/h
  side-jump part in the film: 1.3853 e^2/h (point-like disorder)
  smallest direct gap on the crossing ring: 0.0968 eV
  field 1e-05 MV/cm: Landau-Zener exponent 3.17e+04
```
